# The mobility scale ea²/ħ and the edge of band transport: a numerical check

```python
# Result under test: the mobility at which the mean free path equals one
# lattice spacing a is mu_edge = (e a^2/hbar) g(z), g = sqrt(z I1(z)/I0(z)),
# with z = 2J/kT, J the transfer energy of the band -2J cos(ka), kT the
# thermal energy. The bare e a^2/hbar is the edge only where g = 1.
# Reduced units in the functions: a = hbar = e = kT = 1, unless stated.
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import ive


def edge_factor(z):
    return np.sqrt(z * ive(1, z) / ive(0, z))


def thermal_speeds(z, n=4000):
    """rms and mean absolute velocity by direct quadrature over the zone"""
    k = (np.arange(n) + 0.5) * 2 * np.pi / n
    weight = np.exp(z * (np.cos(k) - 1))
    weight /= weight.sum()
    v = z * np.sin(k)
    return np.sqrt(weight @ v**2), weight @ abs(v)


def boltzmann_mobility(z, tau, field, n=400):
    """drift velocity / field from the steady Boltzmann equation as a matrix;
    tau is a function of the velocity"""
    h = 2 * np.pi / n
    k = (np.arange(n) + 0.5) * h
    v = z * np.sin(k)
    f0 = np.exp(z * (np.cos(k) - 1))
    eye = np.eye(n)
    derivative = (np.roll(eye, 1, axis=1) - np.roll(eye, -1, axis=1)) / (2 * h)
    f = np.linalg.solve(eye + (field * tau(v))[:, None] * derivative, f0)
    return (v @ f) / f.sum() / field


# --- scale e a^2/hbar by two roads
a_nm, temperature = 0.5, 300.0
a = a_nm * 1e-9
kT = const.k * temperature / const.e                      # eV
scale = const.e * a**2 / const.hbar * 1e4                 # cm2/Vs
pc = const.physical_constants
au_mobility = (pc['atomic unit of velocity'][0]
               / pc['atomic unit of electric field'][0]) * 1e4
a_bohr = a / pc['Bohr radius'][0]
assert abs(a_bohr**2 * au_mobility / scale - 1) < 1e-7

# --- edge mobility: matrix Boltzmann solution against the Bessel formula
for z in (0.3, 1.6, 8.0):
    v_rms, v_abs = thermal_speeds(z)
    mu = boltzmann_mobility(z, lambda v: np.full_like(v, 1 / v_rms), 1e-6)
    assert abs(mu / edge_factor(z) - 1) < 1e-3
    mu_path = boltzmann_mobility(z, lambda v: 1 / abs(v), 1e-6)
    assert abs(mu_path / v_abs - 1) < 3e-3
    b = 0.5                                                # field * a * tau
    low = boltzmann_mobility(z, lambda v: np.ones_like(v), 1e-6)
    high = boltzmann_mobility(z, lambda v: np.ones_like(v), b)
    assert abs(high / low * (1 + b**2) - 1) < 1e-3

# --- narrow-band and effective-mass limits, from quadrature
assert abs(thermal_speeds(0.02)[0] / (0.02 / np.sqrt(2)) - 1) < 1e-3
assert abs(thermal_speeds(400.0)[0] / np.sqrt(400.0) - 1) < 1e-3

# --- the band for which the bare scale is the edge
z_match = brentq(lambda z: edge_factor(z) - 1, 0.1, 10)
tau_match = 1 / thermal_speeds(z_match)[0]                 # unit hbar/kT
assert abs(tau_match - 1) < 1e-6
J_match = z_match * kT / 2


# --- dephasing chain; here energies in J and times in hbar/J
def spread(gamma, t):
    return 4 / gamma * (t - (1 - np.exp(-gamma * t)) / gamma)


def propagate(gamma, t_end, n=41):
    """site populations at t_end, carrier started on the middle site"""
    H = -(np.eye(n, k=1) + np.eye(n, k=-1))
    damping = gamma * (1 - np.eye(n))
    rho = np.zeros((n, n), complex)
    rho[n // 2, n // 2] = 1
    steps = int(np.ceil(t_end / 0.005))
    dt = t_end / steps

    def rate(r):
        return -1j * (H @ r - r @ H) - damping * r
    for _ in range(steps):
        k1 = rate(rho)
        k2 = rate(rho + dt / 2 * k1)
        k3 = rate(rho + dt / 2 * k2)
        k4 = rate(rho + dt * k3)
        rho = rho + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
    return rho.diagonal().real


sites = np.arange(41) - 20
for gamma in (0.2, np.sqrt(2), 10.0):
    for t in (2.0, 5.0):
        variance = propagate(gamma, t) @ sites**2
        assert abs(variance / spread(gamma, t) - 1) < 1e-3
stay = []
gammas = (0.2, np.sqrt(2), 40.0)
for gamma in gammas:                       # compare at equal spread of a^2
    t_one = brentq(lambda t: spread(gamma, t) - 1, 1e-3, 100)
    stay.append(propagate(gamma, t_one)[20])
stay_walk = ive(0, 1.0)                    # random walk with the same spread
assert abs(stay[2] - stay_walk) < 0.005
assert stay[0] < stay[1] < stay[2]

# --- example crystal and the effects left out
J = 0.1                                                    # eV
z = 2 * J / kT
g = edge_factor(z)
v_rms, v_abs = thermal_speeds(z)

J_side = 0.02                                              # eV
g_side = edge_factor(2 * J_side / kT)
total_speed_factor = g / np.hypot(g, g_side)

sheet_density = 1e13                                       # cm^-2
filling = sheet_density * 1e4 * a**2                       # carriers per site


def layer_edge(n_site, n=200):
    """edge factor for a two-dimensional band with Fermi statistics"""
    k = (np.arange(n) + 0.5) * 2 * np.pi / n
    energy = (-z * np.cos(k)[:, None]
              - 2 * J_side / kT * np.cos(k)[None, :])
    v2 = (z * np.sin(k)[:, None])**2

    def occupation(level):
        return 1 / (np.exp(energy - level) + 1)
    level = brentq(lambda m: 2 * occupation(m).mean() - n_site, -40, 10)
    f = occupation(level)
    response = f * (1 - f)
    speed = np.sqrt((v2 * response).mean() / response.mean())
    return speed * response.mean() / f.mean()


assert abs(layer_edge(1e-6) / g - 1) < 1e-3
degenerate_factor = layer_edge(filling) / g

field_MV_cm = 0.1
drop = field_MV_cm * 1e8 * a                               # eV per spacing
field_factor = 1 / (1 + (drop / kT / g)**2)

E_polaron, omega = 0.05, 0.17                              # eV
coupling = np.sqrt(E_polaron / omega)
narrowing = np.exp(-coupling**2 / np.tanh(omega / (2 * kT)))
lower = np.diag(np.sqrt(np.arange(1, 60)), 1)
thermal = np.exp(-np.arange(60) * omega / kT)
overlap = expm(coupling * (lower.T - lower)).diagonal()
overlap = (thermal @ overlap) / thermal.sum()
assert abs(overlap**2 / narrowing - 1) < 1e-8
J_narrow = J * narrowing


def ring(sigma, samples, n=300):
    """thermal rms velocity and participation number, random transfer J"""
    rng = np.random.default_rng(7)
    i = np.arange(n)
    j = (i + 1) % n
    v2_sum = part_sum = 0.0
    for _ in range(samples):
        t = (J + sigma * rng.standard_normal(n)) / kT
        H = np.zeros((n, n))
        A = np.zeros((n, n))
        H[i, j] = H[j, i] = -t
        A[i, j], A[j, i] = -t, t                           # velocity = i A
        energy, states = np.linalg.eigh(H)
        w = np.exp(-(energy - energy[0]))
        w /= w.sum()
        v2_sum += w @ ((A @ states)**2).sum(axis=0)
        part_sum += w @ (1 / (states**4).sum(axis=0))
    return np.sqrt(v2_sum / samples), part_sum / samples


v_clean, _ = ring(0.0, 1)
assert abs(v_clean / g - 1) < 1e-6
sigma_J = 0.03                                             # eV
v_disorder, participation = ring(sigma_J, 20)
assert participation < 300 / 4          # not limited by the ring length

# --- printed numbers
print(f"spacing a = {a_nm:.2f} nm; temperature = {temperature:.0f} K")
print(f"thermal energy kT = {kT:.5f} eV")
print(f"spacing in atomic units = {a_bohr:.4f} bohr")
print(f"a^2 in atomic units = {a_bohr**2:.3f}")
print(f"atomic unit of mobility = {au_mobility:.6f} cm2/Vs")
print(f"scale e a^2/hbar = {scale:.3f} cm2/Vs")
for other in (0.4, 0.7):
    print(f"scale for a = {other:.1f} nm: {scale*(other/a_nm)**2:.2f} cm2/Vs")
print(f"g = 1 at z = 2J/kT = {z_match:.4f}")
print(f"  there J = {J_match:.4f} eV, bandwidth 4J = {4*J_match:.4f} eV")
print(f"  there 4J/kT = {2*z_match:.3f}")
print(f"  there tau = {tau_match*const.hbar/(kT*const.e)*1e15:.2f} fs")
for J_row in (0.005, 0.02, 0.05, 0.1):
    g_row = edge_factor(2 * J_row / kT)
    print(f"J = {J_row:.3f} eV: z = {2*J_row/kT:.3f}, g = {g_row:.3f}, "
          f"edge mobility = {scale*g_row:.2f} cm2/Vs")
print("dephasing chain, chance to be on first site when spread = a^2:")
for gamma, p in zip(gammas, stay):
    print(f"  hbar Gamma/J = {gamma:.3f}, path/a = {np.sqrt(2)/gamma:.3f}: "
          f"{p:.4f}")
print(f"  random walk of the same spread: {stay_walk:.4f}")
print(f"Example crystal J = {J:.2f} eV, edge = {scale*g:.2f} cm2/Vs")
print(f"  tau at the edge = {const.hbar/(g*kT*const.e)*1e15:.2f} fs")
for mu in (1.0, 10.0):
    print(f"  mobility {mu:.0f} cm2/Vs: nominal path/a = {mu/(scale*g):.3f}")
for T in (200.0, 400.0):
    g_T = edge_factor(2 * J * const.e / (const.k * T))
    print(f"  edge at {T:.0f} K = {scale*g_T:.2f} cm2/Vs")
print(f"  constant path, not constant time: factor {v_abs/v_rms:.3f}")
print(f"  side transfer energy = {J_side:.2f} eV")
print(f"  total speed in the criterion: factor {total_speed_factor:.3f}")
print(f"  sheet density = {sheet_density:.1e} cm^-2, "
      f"carriers per site = {filling:.4f}")
print(f"  degeneracy: edge changes by factor {degenerate_factor:.3f}")
print(f"  field = {field_MV_cm:.1f} MV/cm, drop per spacing = {drop:.4f} eV")
print(f"  field: mobility factor at the edge {field_factor:.4f}")
print(f"  polaron energy = {E_polaron:.2f} eV, vibration = {omega:.2f} eV")
print(f"  polaron narrowing of J: factor {narrowing:.3f}, "
      f"J = {J_narrow:.4f} eV")
print(f"  edge with narrowed J = "
      f"{scale*edge_factor(2*J_narrow/kT):.2f} cm2/Vs")
print(f"  rms spread of J by thermal motion = {sigma_J:.2f} eV")
print(f"  frozen disorder: v_rms factor {v_disorder/v_clean:.3f}")
print(f"  frozen disorder: sites covered by a state = {participation:.1f}")
print("no test failed")
```

It prints:

```
spacing a = 0.50 nm; temperature = 300 K
thermal energy kT = 0.02585 eV
spacing in atomic units = 9.4486 bohr
a^2 in atomic units = 89.277
atomic unit of mobility = 0.042544 cm2/Vs
scale e a^2/hbar = 3.798 cm2/Vs
scale for a = 0.4 nm: 2.43 cm2/Vs
scale for a = 0.7 nm: 7.44 cm2/Vs
g = 1 at z = 2J/kT = 1.6083
  there J = 0.0208 eV, bandwidth 4J = 0.0832 eV
  there 4J/kT = 3.217
  there tau = 25.46 fs
J = 0.005 eV: z = 0.387, g = 0.271, edge mobility = 1.03 cm2/Vs
J = 0.020 eV: z = 1.547, g = 0.970, edge mobility = 3.68 cm2/Vs
J = 0.050 eV: z = 3.868, g = 1.822, edge mobility = 6.92 cm2/Vs
J = 0.100 eV: z = 7.736, g = 2.687, edge mobility = 10.20 cm2/Vs
dephasing chain, chance to be on first site when spread = a^2:
  hbar Gamma/J = 0.200, path/a = 7.071: 0.3195
  hbar Gamma/J = 1.414, path/a = 1.000: 0.3618
  hbar Gamma/J = 40.000, path/a = 0.035: 0.4654
  random walk of the same spread: 0.4658
Example crystal J = 0.10 eV, edge = 10.20 cm2/Vs
  tau at the edge = 9.48 fs
  mobility 1 cm2/Vs: nominal path/a = 0.098
  mobility 10 cm2/Vs: nominal path/a = 0.980
  edge at 200 K = 12.65 cm2/Vs
  edge at 400 K = 8.72 cm2/Vs
  constant path, not constant time: factor 0.812
  side transfer energy = 0.02 eV
  total speed in the criterion: factor 0.941
  sheet density = 1.0e+13 cm^-2, carriers per site = 0.0250
  degeneracy: edge changes by factor 0.946
  field = 0.1 MV/cm, drop per spacing = 0.0050 eV
  field: mobility factor at the edge 0.9948
  polaron energy = 0.05 eV, vibration = 0.17 eV
  polaron narrowing of J: factor 0.745, J = 0.0745 eV
  edge with narrowed J = 8.69 cm2/Vs
  rms spread of J by thermal motion = 0.03 eV
  frozen disorder: v_rms factor 1.543
  frozen disorder: sites covered by a state = 6.5
no test failed
```
